# The Havriliak-Negami Loss Peak and Its Cole-Cole and Debye Limits

A dielectric with a single relaxation time $\tau$ has the Debye permittivity

$$
\varepsilon(\omega)=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+i\omega\tau},\qquad \varepsilon=\varepsilon'-i\varepsilon'' .
$$

Fields vary as $e^{+i\omega t}$, so the minus sign in front of $i\varepsilon''$ makes the loss $\varepsilon''$ positive when the material absorbs energy. Here $\varepsilon_\infty$ is the real permittivity well above the relaxation and $\Delta\varepsilon>0$ is the relaxation strength. Multiplying numerator and denominator by $1-i\omega\tau$ gives

$$
\frac{\varepsilon''}{\Delta\varepsilon}=\frac{\omega\tau}{1+\omega^2\tau^2},\qquad
\frac{d}{d(\omega\tau)}\frac{\varepsilon''}{\Delta\varepsilon}=\frac{1-\omega^2\tau^2}{(1+\omega^2\tau^2)^2}.
$$

The slope is positive below $\omega\tau=1$ and negative above it. The loss therefore peaks at $\omega\tau=1$, with height $\Delta\varepsilon/2$. At that point the complex number $1+i\omega\tau=1+i$ has phase $45^\circ$, half of the $90^\circ$ that it approaches at high frequency. This way of locating the peak, by a phase, carries over to a much wider class of functions.

The Havriliak-Negami function broadens the Debye response with two exponents:

$$
\varepsilon(\omega)=\varepsilon_\infty+\frac{\Delta\varepsilon}{[1+(i\omega\tau)^\alpha]^\beta},\qquad 0<\alpha\le1,\quad \beta>0 .
$$

Powers are taken on the principal branch, so $i^\alpha=e^{i\pi\alpha/2}$. With

$$
x=(\omega\tau)^\alpha,\qquad \theta=\frac{\pi\alpha}{2},
$$

we have $(i\omega\tau)^\alpha=xe^{i\theta}$ and $0<\theta\le\pi/2$. Since $x$ increases strictly with $\omega$, a maximum in $x$ is a maximum in $\omega$, and the same holds on a logarithmic frequency axis. Now write

$$
1+xe^{i\theta}=re^{i\phi},\qquad r>0 .
$$

The real part, $1+x\cos\theta$, is at least 1, so $\phi$ stays between $0$ and $\pi/2$ and the branch cut is never met. The reduced loss is

$$
L\equiv\frac{\varepsilon''}{\Delta\varepsilon}
=-\operatorname{Im}\,(re^{i\phi})^{-\beta}
=r^{-\beta}\sin(\beta\phi).
$$

Both $r$ and $\phi$ depend on $x$, and differentiating this last form directly would be laborious. It is easier to differentiate the complex function first and take the imaginary part afterwards, which is allowed because $x$ is real:

$$
\frac{dL}{dx}=-\operatorname{Im}\left[-\beta e^{i\theta}(1+xe^{i\theta})^{-\beta-1}\right]
=\beta r^{-(\beta+1)}\operatorname{Im}\,e^{i[\theta-(\beta+1)\phi]} .
$$

Hence

$$
\frac{dL}{dx}=\beta r^{-(\beta+1)}\sin\psi,\qquad \psi=\theta-(\beta+1)\phi .
$$

The prefactor is positive, so the sign of the slope is the sign of $\sin\psi$.

To see how often that sign changes, we need the behaviour of $\phi$. From $\ln(1+xe^{i\theta})=\ln r+i\phi$,

$$
\frac{d\phi}{dx}=\operatorname{Im}\frac{e^{i\theta}}{1+xe^{i\theta}}
=\operatorname{Im}\frac{e^{i\theta}(1+xe^{-i\theta})}{r^2}
=\operatorname{Im}\frac{e^{i\theta}+x}{r^2}
=\frac{\sin\theta}{r^2}>0 .
$$

At $x=0$ the phase is zero. For $x\to\infty$ the term $xe^{i\theta}$ dominates and $\phi\to\theta$. Thus $\phi$ rises steadily from $0$ towards $\theta$, and $\psi$ falls steadily from $\theta$ towards $\theta-(\beta+1)\theta=-\beta\theta$, neither end being reached at a finite nonzero frequency. The sine vanishes at $\psi=0$, which is crossed once. It would vanish again at $\psi=-\pi$, but that value is not reached if $\beta\theta\le\pi$, that is, if

$$
\alpha\beta\le2 .
$$

Under this condition the loss has one stationary point. The slope changes there from positive to negative, so it is a maximum. Setting $\psi=0$ gives its phase:

$$
\phi_p=\frac{\theta}{\beta+1},\qquad \theta-\phi_p=\frac{\beta\theta}{\beta+1}.
$$

The peak lies where the phase of $1+(i\omega\tau)^\alpha$ has covered the fraction $1/(\beta+1)$ of its full range. For $\beta=1$ that fraction is one half, as in the Debye case.

It remains to turn a phase into a frequency. Multiply $1+xe^{i\theta}=re^{i\phi}$ by $e^{-i\phi}$. The right side becomes the real number $r$, so the imaginary part of the left side must vanish:

$$
-\sin\phi+x\sin(\theta-\phi)=0
\quad\Rightarrow\quad
x=\frac{\sin\phi}{\sin(\theta-\phi)} .
$$

Multiplying instead by $e^{-i\theta}$ gives $e^{-i\theta}+x=re^{-i(\theta-\phi)}$, whose imaginary part is

$$
-\sin\theta=-r\sin(\theta-\phi)
\quad\Rightarrow\quad
r=\frac{\sin\theta}{\sin(\theta-\phi)} .
$$

These are the sine rule for the triangle in the complex plane with corners $0$, $1$ and $1+xe^{i\theta}$. Inserting the peak phase in the first relation, with $\theta=\pi\alpha/2$, yields

$$
(\omega_p\tau)^\alpha=
\frac{\sin\!\left(\dfrac{\pi\alpha}{2\beta+2}\right)}
{\sin\!\left(\dfrac{\pi\alpha\beta}{2\beta+2}\right)} .
$$

The second relation gives the height. Since $\beta\phi_p=\beta\theta/(\beta+1)=\theta-\phi_p$,

$$
L_p=r_p^{-\beta}\sin(\beta\phi_p)
=\frac{\left[\sin\!\left(\dfrac{\beta\theta}{\beta+1}\right)\right]^{\beta+1}}{(\sin\theta)^\beta}.
$$

Direct numerical maximization of the loss, for the 16 pairs formed from $\alpha=0.3,0.6,0.9,1$ and $\beta=0.2,0.5,1,1.5$, found one stationary point in each case. The largest difference in $\omega_p\tau$, relative to the formula, was $6.5\times10^{-8}$.

The Cole-Cole function is the case $\beta=1$. Both sines then have the argument $\pi\alpha/4$, so

$$
(\omega_p\tau)^\alpha=1\quad\Rightarrow\quad\omega_p\tau=1
$$

for every $\alpha$ in the allowed range. The same result follows without phases. For $\beta=1$,

$$
L=\frac{x\sin\theta}{1+2x\cos\theta+x^2}
=\frac{\sin\theta}{x+x^{-1}+2\cos\theta}.
$$

The denominator is unchanged when $x$ is replaced by $1/x$, so the loss is symmetric on a logarithmic frequency axis. Because $x+x^{-1}=2+(\sqrt{x}-1/\sqrt{x})^2$, the denominator is smallest at $x=1$. The height is

$$
L_p=\frac{\sin\theta}{2(1+\cos\theta)}=\frac12\tan\frac{\theta}{2}=\frac12\tan\frac{\pi\alpha}{4}.
$$

Lowering $\alpha$ from 1 lowers the peak but leaves it in place: at $\alpha=0.6$ the numerical maximum is at $\omega\tau=1.00000$ with reduced height $0.255$. Setting $\alpha=1$ as well recovers the Debye values $\omega_p\tau=1$ and $L_p=\tfrac12$.

The Cole-Davidson function is the other edge, $\alpha=1$ with $\beta$ free. The two angles in the peak condition now add up to $\pi/2$, so the sine in the denominator is the cosine of the angle in the numerator:

$$
\omega_p\tau=\tan\!\left(\frac{\pi}{2\beta+2}\right).
$$

For $\beta=0.5$ this is $\tan60^\circ=1.732$, and $\beta=1$ returns the Debye peak. In the general formula, the numerator angle exceeds the denominator angle when $\beta<1$. Both lie between $0$ and $\pi/2$, where the sine increases, so the peak then lies above $\omega=1/\tau$. For $\beta>1$ it lies below. The displacement can be large. As $\beta\to0$ at fixed $\alpha$, the numerator tends to $\sin\theta$ and the denominator to $\beta\theta$, giving

$$
\omega_p\tau\simeq\left(\frac{\sin\theta}{\beta\theta}\right)^{1/\alpha},
$$

which grows without limit. The parameter $\tau$ is therefore a scale of the fitted function, and $1/\omega_p$ is a different time unless $\beta=1$.

The condition $\alpha\beta\le2$ has physical content. If it is violated, $\beta\phi$ exceeds $\pi$ at high frequency, and $L=r^{-\beta}\sin(\beta\phi)$ becomes negative just beyond that point. A passive medium cannot behave so, because the mean absorbed power is proportional to $\omega\varepsilon''$ times the squared field amplitude. For $\alpha=1$, $\beta=3$ the numerical count gives two stationary points, the second with $L=-0.021$.

A narrower condition, $\alpha\beta\le1$, applies if the response is to be read as a sum of Debye processes with non-negative weights. Let $G$ be the weight per unit $\ln\tau'$:

$$
\frac{1}{[1+(s\tau)^\alpha]^\beta}=\int_{-\infty}^{\infty}\frac{G(\ln\tau')}{1+s\tau'}\,d\ln\tau',\qquad s=i\omega .
$$

The left side is analytic away from the negative real $s$ axis, and its jump there fixes $G$. Approach the axis from below, $s=-u-i0$ with $u>0$. Then $1/(1-u\tau'-i0)$ has imaginary part $\pi\delta(1-u\tau')$, which integrates over $\ln\tau'$ to $\pi$ times the value at $\tau'=1/u$. Thus

$$
G(-\ln u)=\frac1\pi\operatorname{Im}\left[1+(u\tau)^\alpha e^{-i\pi\alpha}\right]^{-\beta}.
$$

If the bracket is $Re^{-i\Theta}$, then $G=R^{-\beta}\sin(\beta\Theta)/\pi$. For $\alpha<1$, $\Theta$ runs from $0$ towards $\pi\alpha$, so $G$ is nowhere negative provided $\alpha\beta\le1$; the edge $\alpha=1$ follows as a limit. For $\alpha=0.9$, $\beta=1.6$ the lowest computed weight is $-0.36$, yet the loss still has one peak. The peak formula thus survives where this picture of independent relaxing units does not.

For a worked case take $\alpha=0.9$, $\beta=0.5$, $\tau=1$ ms, $\Delta\varepsilon=6$ and $\varepsilon_\infty=3$ at 340 K. These are rough round values of the kind met in the segmental relaxation of a polar amorphous polymer somewhat above its glass transition. The angles are

$$
\theta=0.9\times90^\circ=81^\circ,\qquad
\phi_p=\frac{81^\circ}{1.5}=54^\circ,\qquad
\theta-\phi_p=27^\circ ,
$$

and the peak condition gives

$$
(\omega_p\tau)^{0.9}=\frac{\sin54^\circ}{\sin27^\circ}=1.782,\qquad
\omega_p\tau=1.782^{1/0.9}=1.900 .
$$

The peak frequency is

$$
f_p=\frac{1.900}{2\pi\times1\ \text{ms}}=302\ \text{Hz},
$$

whereas $1/(2\pi\tau)$ is 159 Hz. The height is

$$
\varepsilon''_p=6\times\frac{(\sin27^\circ)^{1.5}}{(\sin81^\circ)^{0.5}}=6\times0.308=1.85 .
$$

At $\omega\tau=1$ the loss is 1.68, about 9% below the peak value. The maximum is broad, so a modest difference in loss goes with nearly a factor of two in frequency. Reading $\tau$ as $1/\omega_p$ would give 0.53 ms, which is 47% below the true parameter. Integrating the Debye weights for the same $\alpha$ and $\beta$ and maximizing the resulting loss gives $\omega_p\tau=1.900$ again.

A real polymer film breaks the assumption that this relaxation is the whole loss. Mobile ions add a dc conduction term $\sigma/(\varepsilon_0\omega)$, where $\sigma$ is the conductivity. Let $C$ be its value at the ideal peak and $v=\ln(\omega/\omega_p)$. The total loss near the peak is then, to lowest order,

$$
\varepsilon''_p-\tfrac12Kv^2+C(1-v),\qquad K=-\left.\frac{d^2\varepsilon''}{dv^2}\right|_{v=0}>0 ,
$$

where $K$ belongs to the relaxation alone. Its maximum is at $v=-C/K$: conduction moves the peak down, and a broad peak, with small $K$, moves far. For a rough $\sigma=10^{-11}$ S/cm, $C=0.059$, about 3% of the peak loss. With $K=0.75$ the estimate gives $v=-0.079$, or $-7.6\%$ in frequency, and the full numerical shift is $-8.1\%$. The estimate holds only for small $C/K$: the shift is $-39\%$ at $4\times10^{-11}$ S/cm, and at $5\times10^{-11}$ S/cm the total loss has no maximum left. Conductivity depends strongly on impurities and temperature, so this size belongs to the chosen value. The conduction term should be separated from the data before the formula is applied to the relaxation part.

Other neglected effects can be sized in the same way, again with rough parameters. A weak, faster Cole-Cole process of strength 0.5, exponent 0.5 and time 1 µs contributes a loss that is still rising at 302 Hz, and moves the peak up by 0.9%. Blocking layers at the electrodes, 20 nm thick in total with permittivity 3, in a sample $10^5$ nm (0.1 mm) thick, raise the peak frequency of the conducting sample by a further 0.05%. Almost all of this comes from the layer capacitance in series with the sample, and it scales with the ratio of the thicknesses: the same layers in a 1 µm film shift the peak by about 5%.

Temperature enters through $\tau$. If $1/\tau$ follows an apparent activation energy $E$ over a small interval and $\alpha$ and $\beta$ are held fixed, then

$$
\frac{f_p(T+\delta T)}{f_p(T)}=\exp\!\left[\frac{E}{k_B}\left(\frac1T-\frac1{T+\delta T}\right)\right].
$$

With $E=2.5$ eV, $T=340$ K and $\delta T=0.5$ K, the frequency rises by 13%. For the values chosen here this exceeds the conduction shift, but the ranking depends on those values: $\delta T=0.3$ K gives 7.8%, while $\sigma=2\times10^{-11}$ S/cm would shift the peak by $-17\%$. A quoted peak frequency for such a material therefore needs a temperature known to well under a kelvin.

The measuring field, by contrast, is harmless here. One volt across the sample is $10^{-4}$ MV/cm. For a free dipole of moment $\mu$ in a field $F$, put $y=\mu F/(k_BT)$. The mean alignment is

$$
\coth y-\frac1y=\frac y3-\frac{y^3}{45}+\dots,
$$

so saturation reduces the static response by the fraction $y^2/15$ at leading order (for a slowly varying sinusoidal field of amplitude $F$ the fundamental is reduced by $y^2/20$). For $\mu=0.4\ e$Å, $y=1.4\times10^{-5}$ and the reduction is about $10^{-11}$. Dipoles in a polymer are neither free nor exposed to just the applied field, so this is an order of magnitude, but the margin is very wide.

The condition also belongs to $\varepsilon''$ and not to other measures of loss. The Debye case shows the difference. With $\varepsilon_s=\varepsilon_\infty+\Delta\varepsilon$ and $a=\varepsilon_\infty/\varepsilon_s$, the inverse permittivity is

$$
\frac1\varepsilon=\frac{1+i\omega\tau}{\varepsilon_s(1+ia\omega\tau)}
=\frac1{\varepsilon_\infty}\left[1-\frac{1-a}{1+ia\omega\tau}\right].
$$

Its imaginary part is again a Debye peak, but at $a\omega\tau=1$, or $\omega\tau=\varepsilon_s/\varepsilon_\infty$, which is above the peak of $\varepsilon''$. A peak frequency read from an electric-modulus plot must not be put into the Havriliak-Negami condition.

A temperature sweep at fixed frequency needs similar care. If $\alpha$, $\beta$ and $\Delta\varepsilon$ are constant and $\tau$ varies monotonically through the required value, the loss depends on temperature through $\omega\tau$ alone, and the peak satisfies the same condition. If those parameters vary with temperature, their own slopes enter and the peak is displaced, unless their effects happen to cancel there. The numerical output below lists the values for the worked case and for the limits.

## Values computed for the example and the checks

```
parameter pairs tested: 16
largest relative position error: 6.5e-08
largest relative height error: 4.4e-16
Cole-Cole alpha (beta = 1): 0.6
Cole-Cole numerical peak omega tau: 1.00000
Cole-Cole reduced peak loss: 0.25476
Debye numerical peak omega tau: 1.00000
Debye reduced peak loss: 0.50000
Cole-Davidson beta (alpha = 1): 0.5
Cole-Davidson numerical peak omega tau: 1.73205
stationary points at alpha=1, beta=3: 2
reduced loss at the second of them: -0.02145
lowest Debye weight, alpha=0.9, beta=1.6: -0.3563
example alpha: 0.90
example beta: 0.50
example tau: 1.000 ms
example delta_eps: 6.0
example eps_inf: 3.0
example temperature: 340 K
theta: 81.00 degrees
phase phi at peak: 54.00 degrees
theta - phi at peak: 27.00 degrees
x at peak: 1.78201
omega tau at peak, formula: 1.90016
omega tau at peak, Debye superposition: 1.90016
sum of Debye weights: 1.000000
peak frequency: 302.42 Hz
frequency 1/(2 pi tau): 159.15 Hz
reduced peak loss: 0.30779
peak loss eps'': 1.8468
loss eps'' at omega tau = 1: 1.6840
tau if taken as 1/omega_peak: 0.5263 ms
dc conductivity: 1.0e-11 S/cm
conduction loss at the ideal peak: 0.0594
peak shift from conduction: -8.06 %
fast process strength: 0.5
fast process Cole-Cole alpha: 0.5
fast process time: 1.0 microseconds
peak shift from fast process: 0.914 %
sample thickness: 100000 nm
total blocking-layer thickness: 20 nm
blocking-layer permittivity: 3.0
further shift from blocking layers: 0.0532 %
apparent activation energy: 2.5 eV
temperature error: 0.5 K
peak shift from temperature error: 13.35 %
measuring voltage: 1.0 V
measuring field: 1.0e-04 MV/cm
dipole moment: 0.4 e angstrom
dipole energy / thermal energy: 1.37e-05
relative loss of response by saturation: 1.2e-11
```
